\section*{Stochastic reconfiguration, the geometry of rays, and changes of parameters}

\section*{Setting}

A trial function $\psi(x;p)$, possibly complex and not normalized, depends smoothly on real parameters $p_1,\dots,p_n$. Here $x$ stands for all coordinates. The Hamiltonian $H$ is Hermitian and does not depend on $p$. Define
\begin{equation}
O_i=\frac{\partial\ln\psi}{\partial p_i},\qquad
E_L=\frac{H\psi}{\psi},\qquad
\langle A\rangle=\frac{\int|\psi|^2A\,dx}{\int|\psi|^2dx},
\end{equation}
so that $\partial_i\psi=O_i\psi$ and $E=\langle E_L\rangle=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$. Write $\Delta O_i=O_i-\langle O_i\rangle$. At nodes of $\psi$, averages such as $\langle O_i^*O_j\rangle$ are read as $\langle\partial_i\psi|\partial_j\psi\rangle/\langle\psi|\psi\rangle$, which we assume finite.

Stochastic reconfiguration (SR) estimates two covariances,
\begin{equation}
S_{ij}=\mathrm{Re}\,\langle\Delta O_i^*\,\Delta O_j\rangle,\qquad
f_i=\mathrm{Re}\,\langle\Delta O_i^*\,(E_L-E)\rangle,
\label{eq:Sf}
\end{equation}
and changes the parameters by $\tau v$, where $Sv=-f$ and $\tau>0$ is the step. Steepest descent moves along $-\partial E/\partial p_i$ instead. Unless stated otherwise, $S$ is nonsingular.

\section*{(a) What does $S$ measure?}

Functions that differ by a complex constant factor describe the same physical state, a ray. Define the angle $\gamma\in[0,\pi/2]$ between two rays by $\cos\gamma=|\langle\psi|\varphi\rangle|/(\|\psi\|\,\|\varphi\|)$. Find $\gamma^2$ to leading order for $\varphi=\psi(p+dp)$. What happens to $S$ if $\psi$ is multiplied by a factor $e^{g(p)}$ with complex $g$?

\paragraph{Solution.} Split $\varphi=\alpha\psi+\chi$ with $\langle\psi|\chi\rangle=0$. Then $\cos\gamma=|\alpha|\,\|\psi\|/\|\varphi\|$, and since $\|\varphi\|^2=|\alpha|^2\|\psi\|^2+\|\chi\|^2$,
\begin{equation}
\sin^2\gamma=\frac{\|\chi\|^2}{\|\varphi\|^2}.
\end{equation}
To first order $\varphi=\psi+\sum_i dp_i\,O_i\psi$. Removing the component along $\psi$ removes $\psi$ itself, and turns $O_i\psi$ into
\begin{equation}
O_i\psi-\psi\,\frac{\langle\psi|O_i\psi\rangle}{\langle\psi|\psi\rangle}=\Delta O_i\,\psi .
\end{equation}
Hence $\chi=\sum_i dp_i\,\Delta O_i\,\psi+O(dp^2)$. Because $\|\chi\|^2$ is already of second order, $\|\varphi\|^2$ may be replaced by $\|\psi\|^2$ at leading order, and $\sin^2\gamma=\gamma^2+O(\gamma^4)$. Therefore
\begin{equation}
\gamma^2=\sum_{ij}dp_i\,dp_j\,\langle\Delta O_i^*\Delta O_j\rangle+O(dp^3)
=\sum_{ij}S_{ij}\,dp_i\,dp_j+O(dp^3).
\label{eq:fs}
\end{equation}
In the last step the covariance matrix is Hermitian, so its imaginary part is antisymmetric and cancels against the symmetric product $dp_i\,dp_j$. The squared length element on the space of rays defined by the angle $\gamma$ is the Fubini--Study metric, so $S$ is that metric written in the coordinates $p$. If length is defined as $2\gamma$, the metric is $4S$.

The factor $e^{g(p)}$ changes $O_i$ into $O_i+\partial_ig$. The added term does not depend on $x$, so $\Delta O_i$ and $S$ are unchanged: normalization and global phase do not matter.

For a real vector $d$, $d^TSd=\langle|\sum_id_i\Delta O_i|^2\rangle\ge0$. It vanishes when $\sum_id_i\,\partial_i\psi$ is proportional to $\psi$, that is, when the parameters move but the ray, to first order, does not. This is the meaning of a singular $S$.

\section*{(b) The direction of fastest energy loss}

Relate $f$ to the gradient of $E$. Then find the displacement that lowers $E$ fastest per unit of ray angle.

\paragraph{Solution.} Differentiate the quotient $E=\langle\psi|H\psi\rangle/\langle\psi|\psi\rangle$:
\begin{align}
\partial_iE&=\frac{\langle\partial_i\psi|H\psi\rangle+\langle\psi|H\partial_i\psi\rangle}{\langle\psi|\psi\rangle}
-E\,\frac{\langle\partial_i\psi|\psi\rangle+\langle\psi|\partial_i\psi\rangle}{\langle\psi|\psi\rangle}\nonumber\\
&=2\,\mathrm{Re}\,\langle O_i^*(E_L-E)\rangle=2f_i .
\label{eq:force}
\end{align}
Hermiticity makes the two terms of each pair complex conjugates. The last equality holds because $\langle E_L-E\rangle=0$, so subtracting the constant $\langle O_i\rangle^*$ from $O_i^*$ changes nothing.

For a direction $d$ the slope of the energy is $2f^Td$. Unit ray speed means $d^TSd=1$. With a multiplier $\lambda$, stationarity of $2f^Td+\lambda(d^TSd-1)$ gives
\begin{equation}
2f+2\lambda Sd=0\;\Rightarrow\; d=-\frac{S^{-1}f}{\lambda},\qquad
\lambda^2=f^TS^{-1}f .
\end{equation}
The slope at these two points is $-2f^TS^{-1}f/\lambda=-2\lambda$. The constraint surface is a closed ellipsoid, so the two stationary points are the minimum and the maximum, and $\lambda>0$ gives the minimum. The steepest direction is thus that of $v=-S^{-1}f$, with slope $-2\sqrt{f^TS^{-1}f}$ per radian. A gradient taken with respect to the metric of the states, here $S^{-1}\partial E/\partial p$, is called a natural gradient. SR follows it downhill, with the factor $\tfrac12$ from $f=\tfrac12\,\partial E/\partial p$.

Along the flow $dp/dt=v$ the energy changes at the rate
\begin{equation}
\frac{dE}{dt}=2f^Tv=-2v^TSv\le0 ,
\label{eq:loss}
\end{equation}
where $f=-Sv$ was used.

\section*{(c) What is the time $t$?}

Imaginary-time evolution, $\partial_t\psi=-(H-E)\psi$, generally leaves the set of trial functions. Find the real velocity $v$ for which $\sum_iv_i\Delta O_i\psi$ is closest to $-(H-E)\psi$ in norm.

\paragraph{Solution.} The squared distance, divided by $\langle\psi|\psi\rangle$, is
\begin{equation}
\Big\langle\Big|\sum_iv_i\Delta O_i+E_L-E\Big|^2\Big\rangle
=v^TSv+2v^Tf+\sigma^2,\qquad \sigma^2=\langle|E_L-E|^2\rangle .
\end{equation}
The cross terms are a complex-conjugate pair, which gives $2v^Tf$. Setting the derivative with respect to $v$ to zero gives $2Sv+2f=0$, the SR equation. So $t$ is imaginary time, in units of inverse energy. At the minimum $v^Tf=-v^TSv$, and the remaining squared distance is $\sigma^2-v^TSv$. It is zero when $(H-E)\psi$ can be matched by changing the parameters.

\section*{(d) SR in other parameters}

Let $p=p(q)$ be a smooth invertible change of parameters with Jacobian $J_{i\alpha}=\partial p_i/\partial q_\alpha$, also invertible. Compare the SR flows computed in $p$ and in $q$. Does the comparison survive Monte Carlo noise, or a redundant set of $q$?

\paragraph{Solution.} The chain rule gives $O'_\alpha=\sum_iO_iJ_{i\alpha}$. Since $J$ is real and independent of $x$, it can be taken out of the averages in (\ref{eq:Sf}):
\begin{equation}
S'=J^TSJ,\qquad f'=J^Tf .
\label{eq:transform}
\end{equation}
The velocity in $q$ is therefore
\begin{equation}
v'=-(J^TSJ)^{-1}J^Tf=-J^{-1}S^{-1}(J^T)^{-1}J^Tf=J^{-1}v .
\end{equation}
A point moving with $dq/dt=v'$ has $dp/dt=Jv'=v$. Both flows obey the same differential equation in $p$. With the same start, and $v$ smooth enough for a unique solution, they pass through the same rays at the same times.

On a fixed Monte Carlo sample, the averages become weighted sums over configurations. The chain rule holds at each configuration, so (\ref{eq:transform}) holds for the sampled matrices too. If the sampled $S$ is nonsingular, the noisy velocity also satisfies $Jv'=v$. Noise can then change the velocity, but not its independence of the parametrization. It leaves even the velocity unchanged when $E_L-E$ is at every point a real combination $-\sum_iv_i\Delta O_i$, as in the model of (g), because the sampled force is then minus the sampled $S$ times the exact $v$. If the sampled $S$ is singular, the equation does not fix the velocity, and the solution chosen by a pseudoinverse in general depends on the parametrization.

Suppose now that there are more $q$ than $p$, with $J$ of full row rank. Then $S'$ is singular, but $S'v'=-f'$ still has solutions: any $v'$ with $Jv'=v$ is one. Conversely, any solution obeys $J^T(SJv'+f)=0$. Full row rank means that $J^T$ sends no nonzero vector to zero, so $Jv'=-S^{-1}f=v$. The pseudoinverse selects one of these solutions, and all of them move the ray in the same way.

\section*{(e) Steepest descent in other parameters}

Carry out the same comparison for $dp/dt=-\nabla_pE$ and $dq/dt=-\nabla_qE$. When do they agree?

\paragraph{Solution.} The chain rule gives $\nabla_qE=J^T\nabla_pE$. Seen in $p$, the second flow is
\begin{equation}
\frac{dp}{dt}=J\frac{dq}{dt}=-JJ^T\,\nabla_pE .
\label{eq:sd}
\end{equation}
It has the same velocity as the first if and only if $JJ^T\nabla_pE=\nabla_pE$, as for an orthogonal $J$. It follows the same path at another speed if $JJ^T\nabla_pE=\mu\nabla_pE$ with $\mu>0$ along the path. With a single parameter $JJ^T$ is a positive number, so the path is always the same. With two or more parameters the second condition requires $\nabla_pE$ to be an eigenvector of $JJ^T$ all along the path, and a general change of parameters satisfies neither condition.

Both flows still lower the energy, since $-\nabla_pE^TJJ^T\nabla_pE=-|J^T\nabla_pE|^2\le0$. The difference is in what counts as a unit step: steepest descent uses $\sum_idp_i^2$, a length that belongs to the chosen coordinates. If the parameters have different units, this sum needs arbitrary conversion constants.

\section*{(f) Finite steps and a shifted $S$}

Suppose the step $\tau$ is finite, or that $S$ is replaced by $S+\varepsilon1$ with $\varepsilon>0$, which raises every eigenvalue by $\varepsilon$ and so limits the velocity along directions with small eigenvalues. How do these affect the result of (d)?

\paragraph{Solution.} One SR step in $q$, mapped to $p$, is by Taylor expansion
\begin{equation}
p_i(q+\tau v')=p_i+\tau v_i+\frac{\tau^2}{2}\sum_{\alpha\beta}
\frac{\partial^2p_i}{\partial q_\alpha\partial q_\beta}\,v'_\alpha v'_\beta+O(\tau^3).
\label{eq:step}
\end{equation}
A step in $p$ ends at $p_i+\tau v_i$. The two differ at order $\tau^2$. For an affine change, $p=Lq+\text{const}$, all second and higher derivatives vanish and the steps agree for every $\tau$.

Over a fixed time $T$ there are $T/\tau$ steps. In a region where the flow is smooth, one step misses it by at most $C\tau^2$, and an earlier error grows by at most a factor $1+\Lambda\tau$, with constants $C$ and $\Lambda$. The error after $m$ steps obeys $e_{m+1}\le(1+\Lambda\tau)e_m+C\tau^2$ with $e_0=0$. Summing the geometric series,
\begin{equation}
e_m\le C\tau^2\,\frac{(1+\Lambda\tau)^m-1}{\Lambda\tau}\le\frac{C\tau}{\Lambda}\left(e^{\Lambda T}-1\right),\qquad m\tau\le T .
\end{equation}
This holds in each parametrization, and both approach the same flow. The endpoints therefore differ by at most order $\tau$, and invariance is recovered as $\tau\to0$.

With the shift, the velocity in $q$ solves $(J^TSJ+\varepsilon1)v'=-J^Tf$. Put $v'=J^{-1}w$, where $w$ is the velocity seen in $p$, and multiply from the left by $(J^T)^{-1}$:
\begin{equation}
\left[S+\varepsilon\,(JJ^T)^{-1}\right]w=-f .
\end{equation}
The same shift made in $p$ has $1$ in place of $(JJ^T)^{-1}$. For orthogonal $J$ they agree; in general they do not, and taking $\tau\to0$ at fixed $\varepsilon$ does not help.

\section*{(g) A Gaussian in a harmonic well}

In Rydberg atomic units ($\hbar^2/2m=1$, lengths in bohr, energies in Ry) take
\begin{equation}
H=-\frac{d^2}{dx^2}+kx^2,\qquad \psi=e^{-a(x-c)^2/2},
\end{equation}
with $k=0.25$ Ry/bohr$^2$, starting at $a=0.8$ bohr$^{-2}$, $c=2$ bohr. Find $S$, $f$ and $v$ in $(a,c)$, then in $(u,b)$ with $u=\ln a$ ($a$ in bohr$^{-2}$) and $b=ac$. Solve the SR flow.

\paragraph{Solution.} Let $y=x-c$. The density is Gaussian, with $\langle y^2\rangle=1/(2a)$, $\langle y^4\rangle=3/(4a^2)$ and vanishing odd moments. From $O_a=-y^2/2$ and $O_c=ay$,
\begin{equation}
S_{aa}=\frac14\left(\frac{3}{4a^2}-\frac{1}{4a^2}\right)=\frac{1}{8a^2},\qquad
S_{cc}=a^2\langle y^2\rangle=\frac a2,\qquad S_{ac}=0 .
\end{equation}
Since $\psi''=(a^2y^2-a)\psi$, the local energy is $E_L=a-a^2y^2+k(y+c)^2$, with average
\begin{equation}
E=\frac a2+k\left(c^2+\frac1{2a}\right).
\end{equation}
Half its derivatives are $f_a=\frac14-k/(4a^2)$ and $f_c=kc$, so
\begin{equation}
\dot a=-8a^2f_a=-2(a^2-k),\qquad \dot c=-\frac2a f_c=-\frac{2kc}{a}.
\label{eq:flow}
\end{equation}
At the start $E=1.556$ Ry (21.17 eV), $S_{aa}=0.1953$, $S_{cc}=0.4$, $f_a=0.1523$ and $f_c=0.5$, in powers of Ry and bohr. This gives $\dot a=-0.78$ Ry\,bohr$^{-2}$ and $\dot c=-1.25$ Ry\,bohr.

For the second set, $a=e^u$ and $c=be^{-u}$ give
\begin{equation}
J=\begin{pmatrix}a&0\\-c&1/a\end{pmatrix},\quad
S'=\begin{pmatrix}1.725&-1\\-1&0.625\end{pmatrix},\quad
f'=\begin{pmatrix}-0.8781\\0.625\end{pmatrix}.
\end{equation}
Solving $S'v'=-f'$ yields $\dot u=-0.975$ and $\dot b=-2.56$. Mapped back, $\dot a=0.8(-0.975)=-0.78$ and $\dot c=-2(-0.975)-2.56/0.8=-1.25$, as before.

In this model
\begin{equation}
E_L-E=(k-a^2)\left(y^2-\frac1{2a}\right)+2kcy=-\dot a\,\Delta O_a-\dot c\,\Delta O_c ,
\end{equation}
so the remaining distance in (c) is zero and SR reproduces imaginary-time evolution of the ray. Accordingly $v^TSv=0.1953(0.78)^2+0.4(1.25)^2=0.744$ Ry$^2$ equals the energy variance, and by (\ref{eq:loss}) $dE/dt=-1.488$ Ry$^2$.

To solve (\ref{eq:flow}) for $a_0>\sqrt k$, put $a=\sqrt k\coth\theta$. Then $-\sqrt k\,\dot\theta/\sinh^2\theta=-2k/\sinh^2\theta$, so $\theta=\theta_0+2\sqrt k\,t$. Also $\dot b=\dot ac+a\dot c=-2ab$, hence $d\ln b=-2a\,dt=-\coth\theta\,d\theta$ and
\begin{equation}
a=\sqrt k\coth\theta,\qquad ac=a_0c_0\,\frac{\sinh\theta_0}{\sinh\theta}.
\end{equation}
Here $\coth\theta_0=0.8/0.5$ gives $\theta_0=0.733$. At $t=1$ Ry$^{-1}$, $\theta=1.733$, $a=0.532$ bohr$^{-2}$ and $c=0.878$ bohr. As $t\to\infty$, $a\to\sqrt k$, $c\to0$ and $E\to\sqrt k=0.5$ Ry (6.80 eV), the ground-state energy.

\section*{(h) Where the parametrization shows}

For the same start, compare in the two sets: steepest descent, with its unit-carrying constants set to one; finite SR steps; and SR with $\varepsilon=0.1$.

\paragraph{Solution.} The gradient in $(a,c)$ is $2f=(0.3047,1)$, so steepest descent there starts with $(\dot a,\dot c)=(-0.305,-1)$. In $(u,b)$, equation (\ref{eq:sd}) gives
\begin{equation}
-JJ^T\nabla_pE=-\begin{pmatrix}0.64&-1.6\\-1.6&5.5625\end{pmatrix}
\begin{pmatrix}0.3047\\1\end{pmatrix}=\begin{pmatrix}1.405\\-5.075\end{pmatrix}.
\end{equation}
One version lowers $a$, the other raises it, because the off-diagonal element couples $\dot a$ to the large slope in $c$. Following each flow down to $E=1$ Ry gives
\begin{center}
\begin{tabular}{lcc}
flow & $a$ (bohr$^{-2}$) & $c$ (bohr)\\
SR, either set & 0.598 & 1.403\\
steepest descent in $(a,c)$ & 0.624 & 1.397\\
steepest descent in $(u,b)$ & 1.093 & 1.165
\end{tabular}
\end{center}
The last two states have the same energy but lie 0.244 rad apart. SR arrives at $t=0.477$ Ry$^{-1}$ in both sets.

One SR step with $\tau=0.1$ Ry$^{-1}$ ends at $(0.7220,1.8750)$ from $(a,c)$ and at $(0.7257,1.8521)$ from $(u,b)$. For $c=be^{-u}$, the second-order term of (\ref{eq:step}) is
\begin{equation}
\frac{\tau^2}{2}\left(c\,\dot u^2-\frac{2\dot u\dot b}{a}\right)
=0.005\,(1.90-6.24)=-0.0217\ \text{bohr},
\end{equation}
against an actual difference of $-0.0229$ bohr; the rest is of higher order in $\tau$. Halving $\tau$ reduces the angle between the two results from 0.0139 to 0.0035 rad, about a factor of four. At fixed time $t=1$ Ry$^{-1}$, using 20, 80 and 320 steps leaves angles of 0.0092, 0.0022 and 0.00056 rad between the endpoints, consistent with the first-order law in (f).

With $\varepsilon=0.1$ added to each diagonal element, in the unit of that element, the velocity is $(-0.516,-1.000)$ from $(a,c)$ but $(0.029,-1.088)$ from $(u,b)$. Even the sign of $\dot a$ differs, and this does not disappear as $\tau\to0$.

The numerical check compares these results with quadrature and direct imaginary-time propagation. It also tests the general relations on a complex wave function with three parameters.

\section*{Table of computed values}
\begin{verbatim}
k = 0.25 Ry/bohr^2
start P: a = 0.80 bohr^-2, c = 2.00 bohr
start Q: u = -0.2231 (no unit), b = 1.6000 bohr^-1
start energy = 1.55625 Ry = 21.174 eV
lowest level (grid) = 0.50000 Ry = 6.803 eV
S_aa = 0.19531 bohr^4, S_cc = 0.40000 bohr^-2
S_uu = 1.72500 (no unit), S_ub = -1.00000 bohr
S_bb = 0.62500 bohr^2
f_a = 0.15234 Ry bohr^2, f_c = 0.50000 Ry/bohr
f_u = -0.87813 Ry, f_b = 0.62500 Ry bohr
displacement: da = 0.02 bohr^-2, dc = 0.02 bohr
  angle: overlap 0.015433, metric 0.015431 rad
SR da/dt = -0.7800 Ry bohr^-2, dc/dt = -1.2500 Ry bohr
SR du/dt = -0.9750 Ry, db/dt = -2.5600 Ry bohr^-1
SR from Q: da/dt = -0.7800, dc/dt = -1.2500 (same units)
squared ray speed = 0.7438 Ry^2, variance = 0.7438 Ry^2
dE/dt at start = -1.4877 Ry^2
One SR step, (a in bohr^-2, c in bohr):
  tau 0.10 /Ry: P (0.72200, 1.87500), Q (0.72568, 1.85205), gap 0.013922 rad
  tau 0.05 /Ry: P (0.76100, 1.93750), Q (0.76194, 1.93192), gap 0.003469 rad
gap ratio, tau 0.01 to 0.005 /Ry = 4.002
theta0 = 0.73317, theta = 1.73317 (no unit)
flow at t = 1.0 /Ry: a = 0.53224 bohr^-2, c = 0.87812 bohr
Euler endpoints at that time, (a in bohr^-2, c in bohr):
  20 steps: P (0.52810, 0.86264), Q (0.52878, 0.84474), gap 0.009212 rad
  80 steps: P (0.53121, 0.87435), Q (0.53138, 0.87001), gap 0.002237 rad
  320 steps: P (0.53198, 0.87719), Q (0.53202, 0.87611), gap 0.000555 rad
gap ratio, 80 to 320 steps = 4.029
Shift 0.1 on S diagonal (unit of each entry), velocities
  from P: -0.5159 Ry bohr^-2, -1.0000 Ry bohr
  from Q: 0.0288 Ry bohr^-2, -1.0875 Ry bohr
Steepest-descent start velocity (da, dc), rate constants set to 1:
  from P: (-0.3047, -1.0000) in bohr^-2, bohr per step unit
  from Q: (1.4050, -5.0750) in bohr^-2, bohr per step unit
  angle between them in metric S = 22.97 deg
States reached at E = 1.0 Ry, (a in bohr^-2, c in bohr):
  SR in P (0.5975, 1.4029) at t = 0.4771 /Ry
  SR in Q (0.5975, 1.4029) at t = 0.4771 /Ry
  steepest descent in P (0.6245, 1.3966)
  steepest descent in Q (1.0929, 1.1648)
  ray angle between the last two = 0.2437 rad
complex test: largest relative metric error = 7.8e-08
\end{verbatim}
